# Smearing Errors in the Energies of a Metal and Their Average

A metal's total energy is a sum over a mesh of \(k\)-points. Sharp occupations make that sum converge slowly, so the step at the Fermi energy is broadened over a width \(\sigma\). This changes the energy, and the problem is to find by how much and what can be removed afterwards.

Let \(D(\varepsilon)\) be the density of states per cell, both spins included, and \(N\) the fixed number of electrons per cell. Except in part (e), the levels do not depend on the occupations. The broadening function \(g(t)\) is even, has unit integral, and has moments \(m_j=\int t^j g(t)\,dt\). With \(x=(\mu-\varepsilon)/\sigma\), the occupation and the generalized entropy of a state are

\[
f(x)=\int_{-\infty}^{x}g(t)\,dt,\qquad s(x)=-\int_{-\infty}^{x}t\,g(t)\,dt .
\]

The smeared internal energy, entropy and generalized free energy are

\[
E=\int D\,\varepsilon f\,d\varepsilon,\qquad S=\int D\,s\,d\varepsilon,\qquad F=E-\sigma S,
\]

and \(\mu\) is set by \(\int D f\,d\varepsilon=N\). At \(\sigma=0\) the chemical potential is \(E_F\) and the energy is \(E_0\). Assume that \(D(E_F)>0\), that \(D\) is smooth around \(E_F\) over a range much wider than \(\sigma\), and that the mesh is converged.

**(a) Find \(s\) for Fermi-Dirac broadening, \(g=f(1-f)\) with \(f=1/(1+e^{-x})\), and for Gaussian broadening, \(g=e^{-t^2}/\sqrt\pi\). Write \(xf+s\) as one integral over \(g\).**

The definitions give \(f'=g\) and \(s'=-xg\). For Fermi-Dirac occupations \(x=\ln[f/(1-f)]\), so

\[
\frac{d}{dx}\big[-f\ln f-(1-f)\ln(1-f)\big]=-f'\ln\frac{f}{1-f}=-xg .
\]

The bracket and \(s\) have the same derivative and both vanish as \(x\to-\infty\). Hence \(s=-f\ln f-(1-f)\ln(1-f)\), the usual entropy in units of \(k_B\), and \(\sigma=k_BT\). For the Gaussian, direct integration gives

\[
s(x)=-\frac1{\sqrt\pi}\int_{-\infty}^{x}t\,e^{-t^2}dt=\frac{e^{-x^2}}{2\sqrt\pi}.
\]

Here \(\sigma\) is a numerical width and \(S\) is not a thermal entropy. In both cases

\[
x f(x)+s(x)=\int_{-\infty}^{x}(x-t)\,g(t)\,dt. \tag{1}
\]

**(b) Relate \(\Omega=F-\mu N\) to its zero-width form \(\Omega_0(\mu)\), and expand it in \(\sigma\) at fixed \(\mu\).**

Since \(\varepsilon-\mu=-\sigma x\), each state contributes \((\varepsilon-\mu)f-\sigma s=-\sigma(xf+s)\). In equation (1) the factor \(\sigma(x-t)\) equals \(\mu-\sigma t-\varepsilon\), and the range \(t<x\) is where this is positive. Therefore

\[
\Omega(\mu,\sigma)=-\int d\varepsilon\,D(\varepsilon)\int dt\,g(t)\max(\mu-\sigma t-\varepsilon,0)=\int dt\,g(t)\,\Omega_0(\mu-\sigma t),
\]

with \(\Omega_0(\mu)=-\int D(\varepsilon)\max(\mu-\varepsilon,0)\,d\varepsilon\). Smearing convolves the zero-width grand potential with \(g\).

One derivative of \(\Omega_0\) gives minus the number of states below \(\mu\), and a second gives \(\Omega_0''=-D\). In the Taylor expansion in \(\sigma t\) the odd terms integrate to zero because \(g\) is even:

\[
\Omega(\mu,\sigma)=\Omega_0(\mu)-\frac{m_2\sigma^2}{2}D(\mu)-\frac{m_4\sigma^4}{24}D''(\mu)+O(\sigma^6). \tag{2}
\]

This is an asymptotic expansion for small \(\sigma\). A band edge at distance \(\Delta\) from \(\mu\) is felt through the tail of \(g\), which carries a factor \(e^{-\Delta/\sigma}\) for Fermi-Dirac and \(e^{-\Delta^2/\sigma^2}\) for Gaussian broadening.

**(c) Find the shift of \(\mu\) at fixed \(N\), and \(F\) through order \(\sigma^4\).**

Differentiating the convolution gives \(\partial\Omega/\partial\mu=-\int Df\,d\varepsilon=-N\). At the correct \(\mu\), therefore, \(\Omega(\mu,\sigma)+\mu N\) is stationary in \(\mu\) with \(N\) held fixed, and its value there is \(F\).

Put \(\mu=E_F+\eta\), and let \(D,D',D''\) denote values at \(E_F\). Because \(\Omega_0(E_F)+E_FN=E_0\) and \(\Omega_0'(E_F)=-N\), the terms linear in \(\eta\) without \(\sigma\) cancel:

\[
\Omega+\mu N=E_0-\frac{D\eta^2}{2}-\frac{m_2\sigma^2}{2}(D+D'\eta)-\frac{m_4\sigma^4}{24}D''+O(\sigma^6).
\]

The dropped terms, such as \(\eta^3\) and \(\sigma^2\eta^2\), are of sixth order because \(\eta\) is of order \(\sigma^2\). Setting the derivative with respect to \(\eta\) to zero confirms this:

\[
\eta=-\frac{m_2\sigma^2D'}{2D}. \tag{3}
\]

For \(m_2>0\), as with Fermi-Dirac and Gaussian broadening, a \(D\) that rises with energy offers more states above \(E_F\) than below, and \(\mu\) must fall to keep \(N\). A broadening function with \(m_2=0\), such as first-order Methfessel-Paxton, has no shift at this order, and it leaves no quadratic energy error for the average of part (d) to cancel. Inserting \(\eta\), the two terms that contain it become

\[
-\frac{D\eta^2}{2}-\frac{m_2\sigma^2D'\eta}{2}
=\Big(-\frac18+\frac14\Big)\frac{m_2^2D'^2\sigma^4}{D}
=\frac{m_2^2D'^2}{8D}\sigma^4 .
\]

Thus

\[
F=E_0-\frac{m_2D}{2}\sigma^2+a_4\sigma^4+O(\sigma^6),\qquad
a_4=\frac{m_2^2D'^2}{8D}-\frac{m_4D''}{24}. \tag{4}
\]

**(d) Show how \(E\) follows from \(F(\sigma)\), and find the error of \(A=(E+F)/2\).**

Vary \(\sigma\) at fixed \(N\). From part (a), \(ds=-x\,df\), so \(-\sigma\,ds=\sigma x\,df=(\mu-\varepsilon)\,df\). Then

\[
dF=\int D\,[\varepsilon+(\mu-\varepsilon)]\,df\,d\varepsilon-S\,d\sigma=\mu\,dN-S\,d\sigma=-S\,d\sigma .
\]

Hence \(S=-dF/d\sigma\), and

\[
E=F-\sigma\frac{dF}{d\sigma},\qquad A=F-\frac{\sigma}{2}\frac{dF}{d\sigma}.
\]

A term \(a_n\sigma^n\) in \(F\) becomes \((1-n)a_n\sigma^n\) in \(E\) and \((1-n/2)a_n\sigma^n\) in \(A\). The quadratic term has opposite signs in \(F\) and \(E\), and drops out of \(A\):

\[
E=E_0+\frac{m_2D}{2}\sigma^2-3a_4\sigma^4+O(\sigma^6),\qquad
A=E_0-a_4\sigma^4+O(\sigma^6). \tag{5}
\]

Physically, broadening lifts electrons across \(E_F\) and costs \(m_2D\sigma^2/2\), while \(\sigma S\) is twice that at leading order. The average subtracts half of \(\sigma S\), which is the cost itself. The quartic error remains.

Free electrons give a limiting case. If \(D\propto\sqrt{\varepsilon}\) and \(E_F\) is measured from the band bottom, then \(D'=D/(2E_F)\) and \(D''=-D/(4E_F^2)\). With the Fermi-Dirac moments \(m_2=\pi^2/3\) and \(m_4=7\pi^4/15\),

\[
a_4=\frac{D}{E_F^2}\Big(\frac{m_2^2}{32}+\frac{m_4}{96}\Big)
=\frac{\pi^4D}{E_F^2}\Big(\frac1{288}+\frac7{1440}\Big)=\frac{\pi^4D}{120E_F^2}.
\]

Relative to the quadratic error \(\pi^2D\sigma^2/6\), the error left in \(A\) is smaller by the factor \(\pi^2\sigma^2/(20E_F^2)\).

The average has a price when forces are needed. Let the levels depend on an atomic coordinate \(R\). At fixed \(\sigma\) and \(N\), changes of occupation drop out of \(dF/dR\) by the argument above, which leaves the occupation-weighted sum of \(d\varepsilon/dR\). Since \(A=F+\sigma S/2\), its derivative contains the further term \((\sigma/2)\,dS/dR\). Forces computed from the level derivatives alone belong to \(F\).

**(e) Does the cancellation survive when the levels respond to the occupations? Take two bands, A and B, with mean-field energy \(Un_A^2/2\), where \(n_A\) is the occupation of band A.**

The energy is now \(E=\sum f\varepsilon^{\rm bare}+Un_A^2/2\), summed over all states. Its variation with the occupations is \(\sum\varepsilon^{\rm bare}df+Un_A\,dn_A=\sum\varepsilon\,df\), where the levels of band A are shifted by \(Un_A\). These are the levels that enter \(x\), so the steps of part (d) again give \(dF/d\sigma=-S\).

The leading entropy follows from an integration by parts:

\[
\int s\,dx=-\int x s'\,dx=\int x^2g\,dx=m_2,\qquad S=m_2D\sigma+O(\sigma^3).
\]

Here \(D\) is the total density of states of the self-consistent levels at \(\sigma=0\). There is no \(\sigma^2\) term because \(s\) is even, and for a stable, smoothly responding solution the levels move by order \(\sigma^2\), which alters \(S\) at order \(\sigma^3\). Integrating \(-S\) gives \(F=E_0-m_2D\sigma^2/2+O(\sigma^4)\), and the quadratic term cancels in \(A\) as before. The formula for \(a_4\) in (4) is no longer exact, since it omits the response. In the numerical case below the response is weak and changes \(a_4\) by less than one per cent.

For a numerical case, let band A be the cubic band of part (g), with energies \(e\), and band B have energies \(0.6e-1.9\) eV. Take \(U=3\) eV, \(N=0.14\), Fermi-Dirac broadening and a \(160^3\) mesh, and solve for \(n_A\) self-consistently. Going from \(\sigma=0.12\) to 0.06 eV lowers \(E\) by 3.649 meV and raises \(A\) by 0.0169 meV. From 0.06 to 0.03 eV the changes are 0.922 and 0.00095 meV. The ratios of successive changes are 3.96 for \(E\) and about 18 for \(A\), near the values 4 and 16 of pure quadratic and quartic errors. Higher powers of \(\sigma\) are the likely source of the excess over 16, though they were not separated here.

**(f) What remains if \(D\) has a kink at the Fermi energy, \(D=D_0(1+b|\varepsilon-E_F|)\)?**

Take the band symmetric about \(E_F\) and half filled, so that \(\mu=E_F\) at every \(\sigma\). With \(y=\mu-E_F\), the kink adds \(-D_0b|y|\) to \(\Omega_0''\), hence \(-D_0b|y|^3/6\) to \(\Omega_0\). Convolving this with \(g\) at \(y=0\) gives a cubic term in \(F\) with coefficient

\[
a_3=-\frac{D_0bM_3}{6},\qquad M_3=\int|t|^3g(t)\,dt .
\]

Part (d) multiplies it by \(1-3/2=-1/2\) in the average:

\[
A-E_0=\frac{D_0bM_3}{12}\sigma^3 .
\]

The quadratic error still cancels, but the remainder is cubic. For a Gaussian \(M_3=1/\sqrt\pi\). With \(D_0=1\) eV\(^{-1}\), \(b=1\) eV\(^{-1}\) and \(\sigma=0.1\) eV the error is \(0.5642\times10^{-3}/12\) eV \(=0.047\) meV, against a quadratic error of \(0.25\times0.01\) eV \(=2.5\) meV in \(E\). Doubling \(\sigma\) raises the error of \(A\) eightfold, to 0.376 meV.

**(g) Evaluate the errors for a simple cubic band \(-2h(\cos k_x+\cos k_y+\cos k_z)\) with \(h=1\) eV and \(E_F=-4.5\) eV. Then compare them with the error of a coarse mesh.**

These are round model parameters. The band bottom lies at \(-6\) eV and the next van Hove energy at \(-2\) eV, so \(E_F\) is 1.5 eV from the nearest singularity.

The reference \(E_0\) needs no \(k\)-mesh. The average of \(e^{i\varepsilon\tau}\) over the zone is \(J_0(2h\tau)^3\), with \(J_0\) the Bessel function, so that

\[
D(\varepsilon)=\frac2\pi\int_0^\infty\cos(\varepsilon\tau)\,J_0(2h\tau)^3\,d\tau .
\]

Similar integrals give \(N\) and \(\Omega_0\), and \(E_0=\Omega_0(E_F)+E_FN\). They were evaluated by the trapezoidal rule, with a smooth cutoff of the oscillating tail at large \(\tau\). The results are \(N=0.0703\), \(E_0=-0.356908\) eV, \(D=0.076814\) eV\(^{-1}\), \(D'=0.038201\) eV\(^{-2}\) and \(D''=0.004735\) eV\(^{-3}\).

For Fermi-Dirac broadening \(m_2=3.2899\) and \(m_4=45.458\), so

\[
\frac{m_2D}{2}=0.12635\ \text{eV}^{-1},\qquad
a_4=0.02570-0.00897=0.01673\ \text{eV}^{-3}.
\]

At \(\sigma=0.1\) eV, or 1160 K, the quadratic error is \(0.12635\times0.01\) eV \(=1.264\) meV and the predicted error of \(A\) is \(-0.01673\times10^{-4}\) eV \(=-0.00167\) meV. Sums over a \(240^3\) mesh give these errors relative to \(E_0\), in meV per cell:

| \(\sigma\) (eV) | \(E\) | \(F\) | \(A\) | \(-a_4\sigma^4\) |
|---|---|---|---|---|
| 0.05 | 0.316 | −0.316 | −0.00011 | −0.00010 |
| 0.10 | 1.258 | −1.262 | −0.00174 | −0.00167 |
| 0.20 | 4.961 | −5.025 | −0.0320 | −0.0268 |

At 0.1 eV the average reduces the error of \(E\) by a factor of about 700. At 0.2 eV the factor is about 155, and the quartic formula falls short of the computed error by about a sixth, so higher orders have begun to matter. The cell holds only 0.07 electrons: 1.26 meV per cell is about 18 meV per electron. Equation (3) gives a shift of \(\mu\) of \(-2.045\) meV at \(\sigma=0.05\) eV, and the sums give \(-2.048\) meV.

For Gaussian broadening \(m_2=1/2\) and \(m_4=3/4\), which give \(a_4=0.000446\) eV\(^{-3}\). Equal values of \(\sigma\) do not mean equal broadening. The quadratic errors agree when \(m_2\sigma^2\) does, that is, when the Gaussian \(\sigma\) is \(\sqrt{3.29/0.5}=2.57\) times the Fermi-Dirac one. At \(\sigma=0.4\) eV the Gaussian errors are 3.037 meV for \(E\) and \(-0.0120\) meV for \(A\).

To see the mesh error, \(A\) was computed with Gaussian broadening on five shifted meshes with 16, 18, 20, 22 and 24 points per direction. The root-mean-square deviation from the \(240^3\) value at the same \(\sigma\) and \(N\) is:

| \(\sigma\) (eV) | mesh error (meV) | broadening error of \(A\) (meV) |
|---|---|---|
| 0.05 | 0.213 | −0.000003 |
| 0.10 | 0.228 | −0.00005 |
| 0.20 | 0.192 | −0.0007 |
| 0.40 | 0.040 | −0.0120 |

The root-mean-square mesh error does not fall steadily: it rises slightly from 0.05 to 0.1 eV, is little lower at 0.2 eV, and falls steeply beyond that. Individual meshes behave differently: from 0.05 to 0.2 eV the error grows on the 16- and 18-point meshes, which dominate the mean at 0.2 eV, while it falls by about 40% on the 20-point mesh and fourfold on the 24-point mesh. A plausible reason for the late drop is the level spacing. Along \(k_z\) with \(k_x=k_y=0\), the Fermi energy is met at \(\cos k_z=0.25\), where the slope is \(2h\sin k_z=1.94\) eV. With 20 points per direction, neighbouring points differ by \(2\pi/20=0.314\) in \(k_z\), or about 0.6 eV in energy. With 16 points the step is about 0.76 eV. Widths up to 0.2 eV may bridge such gaps only in part, least of all on the coarsest meshes.

The average is built to cancel the quadratic broadening error; it does not remove the mesh error. It permits a width large enough to reduce that error: at 0.4 eV the broadening error of \(A\), 0.012 meV, is below the root-mean-square mesh error of 0.040 meV, whereas \(E\) alone would be off by 3 meV. On the finest of the five meshes the mesh error at this width is already the smaller of the two. Agreement between results at two small widths on one coarse mesh would not show convergence, because both can carry mesh errors of the same sign and similar size, which largely cancel in the difference. The mesh has to be refined at each \(\sigma\) before results at different \(\sigma\) are compared, since a mesh that suffices at a large width may be too coarse at a smaller one.
